# Surface rise of a silicon layer amorphized at fixed lateral area

## Question

I am stuck on an exercise about ion implantation. Amorphous silicon is 1.8 percent less dense than the crystal. I am asked to show that amorphizing a laterally constrained layer 100 nm thick raises its surface by about 1.8 nm.

My reasoning was that a density drop of 1.8 percent means a volume increase of about 1.8 percent. An amorphous solid has no preferred direction, so each length should grow by a third of that, 0.6 percent. This gives a rise of 0.6 nm, three times too small.

I suppose "laterally constrained" is what I am missing. But if the layer is squeezed from the sides, shouldn't it also be compressed, so that part of the extra volume is lost? Why does all of it appear as height?

## Answer

Your 0.6 nm is right for a piece of silicon that is free to expand sideways. The layer on a wafer is not free, and your worry about compression is justified too: whether it matters depends on what the 1.8 percent refers to. I start with the reading that needs no elasticity.

### Counting atoms

Let $h_0$ be the thickness of the crystal layer that is to be amorphized, and $h$ its thickness afterwards. Let $n_c$ and $n_a$ be the numbers of atoms per volume in the crystal and in the amorphous layer. I take the density deficit $d$ to be that of the layer as it sits on the wafer:

$$
n_a=(1-d)\,n_c,\qquad d=0.018 .
$$

Assume for now that the layer neither gains nor loses atoms. "Laterally constrained" means that its area $A$ stays fixed, because it is bonded to a thick crystal below. The number of atoms is then the same before and after:

$$
n_c A h_0=n_a A h=(1-d)\,n_c A h .
$$

Dividing by $(1-d)n_cA$ gives the new thickness, and subtracting $h_0$ gives the rise:

$$
h=\frac{h_0}{1-d},\qquad
\Delta h=h-h_0=\frac{h_0-(1-d)h_0}{1-d}=\frac{h_0\,d}{1-d}.
$$

I treat the underlying crystal as rigid, so the added thickness lifts the top surface by the same amount. A stressed layer does deform the crystal, in proportion to its stress, and I estimate that effect at the end. With $h_0=100$ nm,

$$
\Delta h=\frac{100\ \text{nm}\times0.018}{0.982}=1.83\ \text{nm}\quad(18.3\ \text{Å}).
$$

The shorter estimate $h_0d=1.80$ nm is smaller than this by the fraction $d$. If the 100 nm is the thickness after amorphization, the rise is $h-h_0=h-(1-d)h=hd$, which is 1.80 nm. Both readings give about 1.8 nm.

The layer need not have a sharp lower boundary. If the deficit $d(z)$ varies with depth, a slice of thickness $dz$ becomes $dz/[1-d(z)]$ by the same count, and the rise is the integral of $d(z)/[1-d(z)]$ over the original depth.

### Where the factor of three went

If a free piece grows by the same fraction $e_0$ in all three directions, its volume grows by $(1+e_0)^3$. This must equal $1/(1-d)$, so

$$
e_0=(1-d)^{-1/3}-1=0.00607\simeq\frac d3 .
$$

Its thickness grows by $h_0e_0=0.61$ nm, which is your result. The rest of the added volume lies in the sideways growth. On the wafer that growth is forbidden, and since volume is area times thickness, any change of volume at fixed area is a change of thickness.

### Is the layer compressed?

This is your second point. Suppose that the 1.8 percent was measured on stress-free amorphous silicon. The layer on the wafer may be under stress, and its density in place is then different.

Let $\sigma$ be the in-plane stress, equal in both lateral directions and positive in tension. The top surface is free, so the vertical stress is zero. For an isotropic layer with Young modulus $E$ and Poisson ratio $\nu$, Hooke's law gives the elastic strains

$$
\epsilon_x=\epsilon_y=\frac{\sigma-\nu\sigma}{E}=\frac{(1-\nu)\sigma}{E},
\qquad
\epsilon_z=-\frac{2\nu\sigma}{E}.
$$

For small strains, their sum is the relative change of volume:

$$
\epsilon_x+\epsilon_y+\epsilon_z
=\frac{2(1-\nu)\sigma-2\nu\sigma}{E}
=\frac{2(1-2\nu)\sigma}{E}.
$$

The stress-free volume at fixed area would correspond to the thickness $h_0/(1-d)$. The stress changes that volume, and hence the thickness, by the factor just found:

$$
h\simeq\frac{h_0}{1-d}\left[1+\frac{2(1-2\nu)\sigma}{E}\right].
$$

A compressive stress, $\sigma<0$, does reduce the rise. What remains is to find $\sigma$.

**A purely elastic layer.** The layer wants to be wider by the fraction $e_0$ and is held at its old width. The lateral elastic strain must cancel the expansion, so to first order $(1-\nu)\sigma/E=-e_0$. With the rough values $E=130$ GPa and $\nu=0.28$,

$$
\sigma=-\frac{E e_0}{1-\nu}
=-\frac{130\ \text{GPa}\times0.00607}{0.72}=-1.10\ \text{GPa}.
$$

Inserting this stress gives a thickness gain of 1.08 nm, not 1.8 nm. The elastic constants used are those of the crystal along a cube axis and only approximate the amorphous ones; with $\nu=0.22$ the gain would be about 0.95 nm. On a rigid crystal the gain is also the rise. On a real wafer, a step measured at a mask edge also contains a lift of the crystal below, estimated at the end; at this stress it is about 0.48 nm, which makes the step about 1.56 nm. To see how this depends on the material, use $1/(1-d)\simeq1+3e_0$ and keep first-order terms:

$$
\frac{\Delta h}{h_0}\simeq3e_0-\frac{2(1-2\nu)}{1-\nu}e_0
=\frac{3-3\nu-2+4\nu}{1-\nu}\,e_0
=\frac{1+\nu}{1-\nu}\,e_0 .
$$

For $\nu=0$, squeezing the sides does not push the top up, and the rise is the free value $h_0e_0$. For $\nu\to1/2$ the material cannot change its volume elastically, and the full $3h_0e_0$ returns. Silicon lies between these limits.

**A layer that flows.** While ions are displacing its atoms, amorphous silicon can flow under stress. I model this as a change of shape at constant volume that continues until the stress is gone. In a layer under lateral compression, the flow contributes a lateral strain $-e_0$, which replaces the elastic squeeze. To keep the volume constant, it must contribute $+2e_0$ vertically. Together with the original expansion $e_0$, the vertical strain is

$$
e_0+2e_0=3e_0\simeq d .
$$

Without the small-strain approximation, setting $\sigma=0$ in the thickness formula gives $h=h_0/(1-d)$ and the rise of 1.83 nm again.

So, with a rigid crystal below, the exercise holds if $d$ is the deficit of the layer in place, whatever its stress. It also holds if $d$ is the stress-free deficit and flow has removed most of the stress. It fails for a stress-free deficit combined with a purely elastic response, though by less on a real wafer (about 1.56 nm at a mask edge) than on a rigid crystal (1.08 nm).

### Does the wafer really hold the area fixed?

Suppose first that the layer covers the whole wafer. Being compressed, it pushes outward on the wafer with a force per width $F=|\sigma|h$. Let the wafer have thickness $H\gg h$ and biaxial modulus $M$, the ratio of stress to strain when it is stretched equally in both lateral directions.

Force balance gives a mean strain $F/(MH)$. The force acts at the top surface, a distance $H/2$ from the middle of the wafer, so it also exerts a bending moment $FH/2$ per width. The bending stiffness per width is $MH^3/12$, and the curvature $\kappa$ follows from

$$
\frac{MH^3}{12}\kappa=\frac{FH}{2}
\quad\Rightarrow\quad
\kappa=\frac{6F}{MH^2}.
$$

Bending adds a strain $\kappa H/2=3F/(MH)$ at the top, so the total strain there is

$$
\epsilon_{\text{top}}=\frac{F}{MH}+\frac{3F}{MH}=\frac{4|\sigma|h}{MH}.
$$

Take a 500 µm wafer with $M$ roughly 180 GPa, and the large stress of the elastic case:

$$
\epsilon_{\text{top}}=
\frac{4\times1.10\ \text{GPa}\times101.8\ \text{nm}}
{180\ \text{GPa}\times5\times10^5\ \text{nm}}
\simeq5\times10^{-6}.
$$

The layer wanted to expand by $6\times10^{-3}$, about a thousand times more. Even if the layer kept its volume while its area grew by $2\epsilon_{\text{top}}$, it would lose only 0.001 nm of height. For a layer covering the whole wafer, fixed area is an excellent approximation. In a small window of width $w$ the crystal near the edges yields more, and the mean strain across the window is $|\sigma|h/(Ew)$ times a factor that grows slowly with $w/h$, from about 3 at $w=1$ µm to about 8 at 100 µm for a long strip. For $w=10$ µm and the same stress the strain is $4$ to $6\times10^{-4}$, largest at the surface, still much less than $6\times10^{-3}$, but the approximation requires a window much wider than the layer is thick. This concerns the area only; the vertical displacement of the crystal below is included among the corrections in the next section.

### Comparison with a real implant

A suitable case is a cooled silicon wafer implanted with silicon ions of roughly 50 keV at $10^{15}$ per cm², which amorphizes a layer of roughly 100 nm. A deficit near 1.8 percent is typical of amorphous silicon made by implantation; deposited films that contain hydrogen or voids can differ. The step would be measured against neighbouring crystal that was masked during the implant, with the mask removed, equal oxide on both sides, and a window much wider than the layer is thick. The assumption that a real implant plainly breaks is the conservation of atoms. If each ion removes $Y$ surface atoms by sputtering and all implanted ions stay in the layer, a fluence $\Phi$ changes the height by $(1-Y)\Phi/n_a$.

The crystal has 8 atoms in a cube of side 0.5431 nm, so $n_c=49.94$ nm⁻³ and $n_a=0.982\,n_c=49.04$ nm⁻³. The fluence is 10 ions per nm². The implanted atoms therefore add

$$
\frac{\Phi}{n_a}=\frac{10\ \text{nm}^{-2}}{49.04\ \text{nm}^{-3}}=0.20\ \text{nm}.
$$

For a rough yield $Y=1$, sputtering removes the same 0.20 nm and the two effects cancel. With another yield they do not, and either one alone is about a tenth of the step.

Three other corrections are worth comparing with the 1.83 nm:

- **Amorphous depth.** An uncertainty of 5 nm in the depth changes the rise by $5\ \text{nm}\times0.018/0.982=0.09$ nm.
- **Residual stress.** If flow leaves a rough −0.2 GPa, the thickness formula gives a gain of 1.70 nm, a loss of 0.14 nm. This applies if $d$ is the stress-free deficit; a deficit measured in place already contains it. With either deficit, a second effect acts the other way. In a window much narrower than the wafer is thick, the layer pushes outward at its edges and lifts the crystal below it by about $(1+\nu)(1-2\nu)|\sigma|h/E$. The strain in the crystal is tiny, but it reaches down to a depth comparable to the window width. With the same rough elastic constants for the crystal, the lift is 0.09 nm. The same offset appears across the edge of a wide window, in a levelled scan that is short compared with the wafer thickness. The loss also depends on the rough constants: with $E=110$ GPa and $\nu=0.22$ it is 0.21 nm.
- **Wafer bow.** If the same stress acts in a layer covering the whole wafer, the surface becomes convex. The middle of a scan of length $L$ stands above the line joining its ends by $\kappa L^2/8$, which is 0.34 nm for $L=1$ mm. This is a smooth curve rather than a step, and it falls as $L^2$, so a short scan across the mask edge suppresses it.

These corrections can shift a measured step by a few tenths of a nanometre. So 1.8 nm is the answer to the idealized exercise, and on a particular wafer even its first decimal can differ.

All numerical values are calculated from the stated model.
